# Pinch-off of a circular low-barrier patch in a Schottky contact

## Problem

A metal fills the half-space \(z<0\) and an n-type semiconductor the half-space \(z>0\). The semiconductor has uniform donor density \(N\) and permittivity \(\varepsilon\), and is fully depleted down to a depth \(W\). Let \(V\) be the energy of the conduction-band edge for an electron, measured from its value in the neutral bulk. Over most of the interface \(V=V_b\), the band bending. Inside a disc of radius \(R\) the barrier is lower by \(D\), so that \(V=V_b-D\) there, with \(0<D\le V_b\).

An electron travelling from the bulk to the patch may have to cross a point of higher energy than the patch itself. The patch is then called pinched off.

1. Show that pinch-off occurs when \(D/V_b>2R/W\).
2. Decide whether this condition is also necessary.
3. Locate the saddle point for a TiN contact on n-type silicon, with \(R=10\) nm, \(D=0.20\) eV, a barrier of 0.60 eV outside the patch, \(N=10^{16}\ \mathrm{cm^{-3}}\) and \(T=300\) K.

## The potential

Without the patch, the positive donor charge gives the electron energy a constant curvature, \(V''=q^2N/\varepsilon\), where \(q\) is the elementary charge. With \(V=V'=0\) at \(z=W\) and \(V=V_b\) at \(z=0\), the solution is

\[
V_0(z)=V_b\left(1-\frac zW\right)^2,\qquad \frac{2V_b}{W^2}=\frac{q^2N}{\varepsilon}.
\]

The patch adds a term \(\delta V\) that carries no charge in the semiconductor. It obeys Laplace's equation, equals \(-D\) on the disc and zero on the rest of the interface. Tung's dipole-layer model lets it vanish at infinity and keeps \(W\) unchanged. The Poisson kernel of the half-space then gives

\[
\delta V(\mathbf r)=-\frac{Dz}{2\pi}\int_{\rm disc}\frac{dA'}{|\mathbf r-\mathbf r'|^3}.
\]

On the axis the integral is elementary:

\[
\delta V=-Dz\int_0^R\frac{s\,ds}{(s^2+z^2)^{3/2}}
=-D\left[1-\frac{z}{\sqrt{z^2+R^2}}\right].
\]

The axial energy is therefore

\[
V(z)=V_b\left(1-\frac zW\right)^2-D\left[1-\frac{z}{\sqrt{z^2+R^2}}\right].
\]

## A tempting solution

The patch is much smaller than the depletion width, so everything of interest seems to happen at \(z\ll W\). Replace the parabola by its tangent, \(V_0\approx V_b(1-2z/W)\). A stationary point then obeys

\[
\frac{DR^2}{(z^2+R^2)^{3/2}}=\frac{2V_b}{W}.
\]

The left side is largest at \(z=0\), where it equals \(D/R\), and decreases with depth. A solution with \(z>0\) exists if and only if \(D/R>2V_b/W\), which is \(D/V_b>2R/W\). Writing \(p=DW/(2V_bR)\), the equation becomes \((z^2+R^2)^{3/2}=pR^3\), so

\[
z_{\rm lin}=R\sqrt{p^{2/3}-1}.
\]

The condition thus appears both necessary and sufficient, and at threshold, \(p=1\), the saddle appears to emerge from the interface at \(z=0\).

## Where it fails

The neglected part of the planar slope is small compared with the planar slope itself. Near threshold, however, the planar slope and the dipole slope cancel, and the neglected part must be compared with what remains.

Let \(r=R/W\), \(x=z/R\), \(d=D/V_b\), and write \(d=2r(1+\delta)\). With the full parabola,

\[
\frac{W}{2V_b}V'(z)=\frac{1+\delta}{(1+x^2)^{3/2}}-(1-rx)
\approx\delta+rx-\frac32x^2
\]

for small \(\delta\) and \(x\). The tangent approximation drops \(rx\) but keeps \(3x^2/2\). For \(x<2r/3\) the dropped term is the larger of the two. Going closer to the interface makes the approximation relatively worse.

The consequence is visible at \(\delta=0\). The slope vanishes at \(x=0\), is positive up to \(x\approx2r/3\), and is negative beyond. The saddle is already at a finite depth, \(z\approx2R^2/(3W)\), so it must have formed before \(d\) reached \(2r\). The condition is sufficient, as shown next, but not necessary.

## Correct solution: sufficiency

Keep the whole parabola. Differentiation gives

\[
V'(z)=-\frac{2V_b}{W}\left(1-\frac zW\right)+\frac{DR^2}{(z^2+R^2)^{3/2}}.
\]

Taking out a positive factor,

\[
V'=\frac{V_b}{R(1+x^2)^{3/2}}\,[d-G(x)],\qquad
G(x)=2r(1-rx)(1+x^2)^{3/2}.
\]

The energy rises with depth where \(d>G\) and falls where \(d<G\). The turning points of \(G\) follow from

\[
G'(x)=2r\sqrt{1+x^2}\,\left[-r(1+x^2)+3x(1-rx)\right]
=2r\sqrt{1+x^2}\,(-r+3x-4rx^2).
\]

For \(r<3/4\) they are

\[
x_{1,2}=\frac{3\mp\sqrt{9-16r^2}}{8r},
\]

and both lie between 0 and \(1/r\), that is, within the depletion layer. Thus \(G\) starts at \(2r\), falls to \(G(x_1)\), rises to \(G(x_2)\), and falls to zero at \(z=W\).

Now suppose \(2r<d\le1\), which implies \(r<1/2\). Then \(V\) rises from the interface. It must fall somewhere, because \(V(0)=V_b-D\ge0\) whereas

\[
V(W)=-D\left[1-\frac{W}{\sqrt{W^2+R^2}}\right]<0.
\]

Hence \(G\) exceeds \(d\) somewhere. It crosses \(d\) once upwards, between \(x_1\) and \(x_2\), and once downwards, beyond \(x_2\). The axial energy has one maximum, at some \(z_s\), followed by one minimum. Since \(V\) rises all the way from 0 to \(z_s\), the maximum lies above the patch energy. The later minimum exists because \(\delta V\) has not quite vanished at the depletion edge.

**The axial maximum is a saddle.** On the axis, Laplace's equation reads \(2\,\delta V_{\rho\rho}+\delta V_{zz}=0\), where \(\rho\) is the distance from the axis. The planar part does not depend on \(\rho\), so

\[
V_{\rho\rho}=-\frac12\,\delta V_{zz}
=\frac{3DR^2z}{2(z^2+R^2)^{5/2}}>0.
\]

The energy increases sideways. Along the axis it decreases in both directions.

**It is also the lowest pass.** At fixed depth, \(-\delta V\) at distance \(\rho\) is the integral of a decreasing function of distance over a disc whose centre lies at \(\rho\). Move the disc outwards from \(\rho\) to \(\rho'\). The regions lost and gained are mirror images in the line midway between the two centres, and each gained point is farther from the observation point than its image. The integral decreases, so \(V\) is lowest on the axis at every depth. Every path from the bulk to the patch crosses the plane \(z=z_s\), where it meets an energy of at least \(V(z_s)\). The axial path meets no more than this. This completes part 1.

## The true threshold

A saddle exists whenever \(G(x_1)<d<G(x_2)\). For small \(r\), \(x_1\approx r/3\), and

\[
G(x_1)\approx2r\left(1-\frac{r^2}{3}+\frac32\,\frac{r^2}{9}\right)
=2r\left(1-\frac{r^2}{6}\right).
\]

Just above this value the energy first falls from the interface, then rises to the saddle. The saddle may still lie below the patch energy, so pinch-off needs a separate comparison:

\[
V(z)-V(0)=V_b\left[(1-rx)^2-1\right]+\frac{Dx}{\sqrt{1+x^2}}.
\]

This is positive when

\[
d>H(x)=(2r-r^2x)\sqrt{1+x^2}.
\]

Differentiating,

\[
H'(x)=\frac{r(-r+2x-2rx^2)}{\sqrt{1+x^2}},
\]

so for \(r<1/\sqrt2\) the function \(H\) has a minimum at

\[
x_b=\frac{1-\sqrt{1-2r^2}}{2r}\approx\frac r2.
\]

Beyond it \(H\) rises, then falls to \(H(1/r)=\sqrt{1+r^2}\) at the depletion edge. That end value exceeds 1, so with \(d\le1\) it cannot satisfy the inequality. In this model the necessary and sufficient condition is therefore

\[
\frac{D}{V_b}>H(x_b)\approx\frac{2R}{W}\left[1-\frac{R^2}{8W^2}\right].
\]

The ratio \(2R/W\) is the threshold for a different event: the reversal of the field at the centre of the patch. Pinch-off comes slightly earlier.

Scans of the potential itself confirm the order. At \(R/W=0.25\), a saddle exists from \(D/V_b=0.4947\), it stands above the patch from 0.4960, and the field reverses at 0.5000. The scanned thresholds agree with \(G(x_1)\) and \(H(x_b)\) to within \(10^{-5}\).

The energies in this window are tiny. At \(d=2r\), integrating the approximate slope up to \(x=2r/3\) gives the saddle height above the patch:

\[
V_s-V(0)\approx2V_br\left(\frac{rx^2}{2}-\frac{x^3}{2}\right)
=\frac{4}{27}V_b\,r^4.
\]

## The saddle in the example

With a silicon density of states of \(2.8\times10^{19}\ \mathrm{cm^{-3}}\), the bulk band edge lies 0.205 eV above the Fermi level. Hence \(V_b=0.600-0.205=0.395\) eV at zero bias. With relative permittivity 11.7, \(W=226\) nm. Then

\[
\frac D{V_b}=0.507,\qquad \frac{2R}{W}=0.0885,
\]

and the patch is well pinched off. The turning points of \(G\) lie at about 0.15 nm and 169 nm, and bracket one root of \(V'=0\):

\[
z_s=15.3\ \mathrm{nm}.
\]

The tangent approximation gives 14.8 nm, a useful estimate this far from threshold. At the root \(\sqrt{z_s^2+R^2}=18.31\) nm, and the two slopes balance:

\[
\frac{0.20\times10^2}{18.31^3}
=\frac{2\times0.3948}{225.95}\left(1-\frac{15.34}{225.95}\right)
=0.00326\ \mathrm{eV/nm}.
\]

The energy there is

\[
V_s=0.3948\times0.9321^2-0.20\left(1-\frac{15.34}{18.31}\right)
=0.343-0.032=0.311\ \mathrm{eV}.
\]

This is 0.116 eV above the patch energy, 0.195 eV. Measured from the metal Fermi level, the effective barrier is \(0.311+0.205=0.516\) eV, between the 0.40 eV of the patch and the 0.60 eV of its surroundings.

## Radius and bias

Hold \(D\), \(V_b\) and \(W\) fixed. For radii of 5, 10, 20 and 40 nm the effective barrier is 0.545, 0.516, 0.475 and 0.423 eV. The field at the patch centre ceases to be reversed at

\[
R_c=\frac{DW}{2V_b}=\frac{0.20\times225.95}{2\times0.3948}=57.2\ \mathrm{nm},
\]

but pinch-off survives up to 57.7 nm and a saddle up to 57.9 nm. At \(R_c\) the saddle is 10.0 nm deep, where the tangent approximation puts it at zero, and only 0.25 meV above the patch.

For a very small patch, \(R\ll z_s\ll W\), the slope balance becomes \(z_s^3=DR^2W/(2V_b)\). The dipole term is then \(-DR^2/(2z_s^2)=-V_bz_s/W\), and

\[
V_s\approx V_b-\frac{2V_bz_s}{W}-\frac{V_bz_s}{W}
=V_b\left(1-\frac{3z_s}{W}\right).
\]

In this limit radius and deficit enter through \(DR^2\) alone, the strength of the dipole.

Reverse bias increases \(V_b\), and \(W\) grows as \(\sqrt{V_b}\). The planar interface slope satisfies \((2V_b/W)^2=2V_bq^2N/\varepsilon\). Setting it equal to \((D/R)^2\) gives the band bending at which the field reversal ends:

\[
V_b^*=\frac{D^2\varepsilon}{2R^2q^2N}=12.9\ \mathrm{eV}.
\]

This requires 12.5 V of reverse bias. Long before that the saddle comes down: at 1 V the effective barrier is 0.477 eV, lower by 39 meV. The Boltzmann factor at the saddle grows by \(\exp(39/25.85)\approx4.5\). In this model a uniform contact with the same barrier would show no such change.

## What the model leaves out

The barrier, deficit, grain radius and silicon parameters are rough typical values. TiN suits the problem because its work function depends on grain orientation, so a grain can act as a patch. The assumption most clearly broken in a real film is isolation, since grains touch. An equal patch 50 nm away lowers the saddle by 1.1 meV. Treating the neighbour as a point dipole, \(\delta V\approx-DR^2z/[2(l^2+z^2)^{3/2}]\) at distance \(l\), gives a lowering of about 10 meV at the original saddle point for one at 20 nm, where the two discs touch. The saddle then moves to midway between the patches, and its full lowering is about 14 meV. Interface states can also make the barrier deficit smaller than the work-function difference. At fixed \(V_b\) and \(W\), \(V_s\) is a maximum over \(z\) of functions linear in \(D\), so it is convex in \(D\), with slope \(-(1-15.34/18.31)=-0.16\) here. Halving \(D\) therefore raises the saddle by at least 16 meV. Pinch-off ends near \(D=2RV_b/W=0.035\) eV, about one sixth of the assumed deficit. Silicon pins the Fermi level strongly, so whether a real TiN grain is pinched off depends on how much of the work-function difference survives as a barrier difference.

The mean donor spacing, 46 nm, exceeds the saddle depth, so the donor charge near the patch is not smooth. For independently placed donors, each with its image in the metal, the variance of the energy at depth \(z\) is

\[
\sigma^2=\left(\frac{q^2}{4\pi\varepsilon}\right)^2N\int\left(\frac1a-\frac1b\right)^2d^3r
=\left(\frac{q^2}{4\pi\varepsilon}\right)^24\pi Nz,
\]

where \(a\) and \(b\) are the distances to donor and image, and the integral runs over the half-space. Numerical integration confirms the value \(4\pi z\) to 0.2%. At the saddle \(\sigma=5.4\) meV, so nominally identical patches would differ by several meV.

The image force lowers the saddle by 2.0 meV, but the barrier outside the patch by 20.7 meV, because the maximum there lies much closer to the metal. Mobile electrons at the depletion edge raise the saddle by 1.8 meV. They also reduce the planar interface field by the factor \(\sqrt{1-kT/V_b}\), about 3% here. Near \(R_c\) this exceeds the 0.8% window between pinch-off and field reversal. The window is a property of the model, too narrow to be read from this contact at zero bias. Holding the depletion edge at fixed potential shifts the saddle by only 0.008 meV, though it strengthens the patch field at \(R_c\) by 0.5%.

Tunnelling along the axis raises the thermal flux by roughly 1% for the light mass, 0.19 electron masses. Sideways confinement costs a zero-point energy of 9.5 meV for that mass, but the flux does not fall by the corresponding Boltzmann factor. With \(b=\hbar\omega/(2kT)=0.18\) for each of the two sideways oscillations, the sum over all harmonic levels is \(1/(2\sinh b)^2\), only about 1% below the classical value \(1/(2b)^2\). In the harmonic estimate, the combined quantum factor is 0.991 or 1.004, depending on the orientation of the silicon valley. The real sideways well is only about 32 meV deep, or \(1.3\,kT\), so the higher harmonic levels do not exist in it. These factors show that the quantum corrections are small, not their precise size. The ratio of donor density to density of states, \(3.6\times10^{-4}\), justifies non-degenerate statistics. At 400 K, with the barrier and deficit held fixed, the effective barrier is 0.522 eV.

The planar field is 0.035 MV/cm at zero bias and reaches 0.20 MV/cm when the field reversal ends. Avalanche breakdown of a planar silicon junction at this doping needs about 0.4 MV/cm, near 50 V, so 12.5 V lies well below it, although the abrupt patch edge and the contact rim concentrate the field locally. At 0.20 MV/cm, however, the image force lowers the barrier outside the patch by about 50 meV. The bias of 12.5 V is thus a result of the electrostatic model, not a value to expect from a real contact. The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
barrier outside patch 0.60 eV, deficit D 0.20 eV
patch radius R 10.0 nm, temperature 300 K
donors 1.0e+16 cm^-3, relative permittivity 11.7
density of states at 300 K 2.8e+19 cm^-3
masses 0.19, 0.92 electron masses
bulk band edge minus Fermi level 0.2052 eV
band bending Vb 0.3948 eV, depletion width W 225.95 nm
D/Vb 0.5066, 2R/W 0.0885 (no unit)
saddle depth 15.340 nm, small-patch estimate 14.831 nm
saddle energy 0.3106 eV, patch energy 0.1948 eV
effective barrier from metal Fermi level 0.5158 eV
saddle curvatures: axial -4.316e-04, radial 2.235e-04 eV/nm^2
R 5 nm: 2R/W 0.0443, depth 10.29 nm, effective barrier 0.5447 eV
R 10 nm: 2R/W 0.0885, depth 15.34 nm, effective barrier 0.5158 eV
R 20 nm: 2R/W 0.1770, depth 21.49 nm, effective barrier 0.4749 eV
R 40 nm: 2R/W 0.3541, depth 24.33 nm, effective barrier 0.4235 eV
R/W 0.10: D/Vb at field reversal 0.20000, above patch 0.19975, saddle exists 0.19967
R/W 0.25: D/Vb at field reversal 0.50000, above patch 0.49601, saddle exists 0.49469
R/W 0.40: D/Vb at field reversal 0.80000, above patch 0.78309, saddle exists 0.77749
critical R: field reversal 57.232 nm
critical R: saddle above patch 57.712 nm, saddle exists 57.878 nm
at field-reversal R: saddle depth 10.037 nm, height above patch 0.252 meV
band bending that ends field reversal 12.93 eV
reverse bias for this 12.54 V
effective barrier at 1 V reverse bias 0.4767 eV
Neglected effects:
depletion-edge response: saddle shift 0.008 meV
same, gain of patch field at critical R 0.478 %
image force: saddle shift -1.99 meV, new depth 15.64 nm
image force outside patch: shift -20.67 meV
mobile electrons at edge: saddle shift 1.80 meV
random donors: rms energy at saddle 5.40 meV
mean donor spacing 46.4 nm
equal patch at 50 nm: shift -1.11 meV
axial tunnelling flux factor, light mass: WKB 1.0099, harmonic 1.0109
transverse zero-point energy, light mass 9.47 meV
harmonic flux factor, heavy axis normal 0.9911
harmonic flux factor, heavy axis in plane 1.0041
thermal energy 25.85 meV
degeneracy: donors / density of states 3.57e-04
at 400 K: Vb 0.3115 eV, depth 16.32 nm, effective barrier 0.5219 eV
planar interface field 0.0349 MV/cm
patch-centre dipole field 0.2000 MV/cm
```
